# Periodic Sinc Functions and Their Unitary Relation to Plane Waves

## The functions, their grid values and the unitary matrix

### The physical situation

An electron in a periodic cell is conveniently described by plane waves. They are orthogonal, they favour no atom, and one kinetic-energy limit controls their number. Each of them, however, fills the whole cell. One route to a cost that grows in proportion to the number of atoms works instead with orbitals confined to small regions, and it needs coefficients that can be set to zero outside such a region. The question is whether a finite set of plane waves can be recombined into functions that each belong to one point of space, without losing orthogonality and without changing the space that the set describes.

The periodic sinc functions, or psincs, do this. They are built from plane waves that fill a box in reciprocal space and enter with equal weight. For such equal-weight sums to have the period of the cell and to be real as well as orthogonal, each edge of the box must hold an odd number of waves.

### Cell, box and grid

Let the cell have lattice vectors $\mathbf a_1,\mathbf a_2,\mathbf a_3$ and volume $V$. They need not be perpendicular. The reciprocal vectors satisfy

$$\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}.$$

Choose integers $J_i\ge 0$ and put $N_i=2J_i+1$, which is odd, and $N=N_1N_2N_3$. The cutoff box is the set of wave vectors

$$\mathbf G=p_1\mathbf b_1+p_2\mathbf b_2+p_3\mathbf b_3,\qquad p_i=-J_i,\dots,J_i .$$

It contains $N$ vectors and is a parallelepiped, not a sphere. The grid has equally many points,

$$\mathbf r_k=\sum_i\frac{k_i}{N_i}\,\mathbf a_i,\qquad k_i=0,\dots,N_i-1,$$

where $k$ stands for the triple $(k_1,k_2,k_3)$. All functions here have the period of the cell. Integrals run over one cell, and $\langle f|g\rangle=\int f^*g\,d^3r$.

The psinc of grid point $k$ is the equal-weight sum of all waves in the box, with phases chosen so that they agree at $\mathbf r_k$:

$$D_k(\mathbf r)=\frac1N\sum_{\mathbf G}e^{i\mathbf G\cdot(\mathbf r-\mathbf r_k)} .$$

### Reduction to one dimension

Write the position in fractional coordinates, $\mathbf r=\sum_i s_i\mathbf a_i$. The relation between $\mathbf a_i$ and $\mathbf b_j$ removes all cross terms from the phase:

$$\mathbf G\cdot(\mathbf r-\mathbf r_k)=\sum_{ij}p_j\left(s_i-\frac{k_i}{N_i}\right)\mathbf b_j\cdot\mathbf a_i=2\pi\sum_i p_i\left(s_i-\frac{k_i}{N_i}\right).$$

The exponential is therefore a product of three factors. Since each $p_i$ runs over its own range whatever the other two are, the sum over the box is a product of three sums:

$$D_k(\mathbf r)=\prod_{i=1}^{3}d_{N_i}\!\left(s_i-\frac{k_i}{N_i}\right),\qquad d_N(s)=\frac1N\sum_{p=-J}^{J}e^{2\pi ips}.$$

In the last formula $N=2J+1$ is the number of points in one direction. The product form holds in a skew cell too. It needs the box, because in a sphere the range of $p_1$ would depend on $p_2$ and $p_3$.

### The Dirichlet kernel

To sum the series, let $\theta=2\pi s$ and multiply by $e^{i\theta/2}-e^{-i\theta/2}$. Neighbouring terms cancel and the two ends remain:

$$\left(e^{i\theta/2}-e^{-i\theta/2}\right)\sum_{p=-J}^{J}e^{ip\theta}=e^{i(J+1/2)\theta}-e^{-i(J+1/2)\theta}.$$

The bracket on the left is $2i\sin(\theta/2)$. The right side is $2i\sin(N\theta/2)$, because $J+\tfrac12=N/2$. Where $\sin(\theta/2)\neq0$, division gives

$$d_N(s)=\frac{\sin(\pi Ns)}{N\sin(\pi s)} .$$

This is the Dirichlet kernel divided by $N$. At integer $s$ every term of the series is 1, so $d_N=1$ there. The kernel is real because the terms $p$ and $-p$ add to $2\cos(2\pi ps)$ and the term $p=0$ is 1. The product of three such kernels is real as well.

In code the ratio becomes $0/0$ at integer $s$. Since $d_N$ has period 1, the nearest integer can first be subtracted from $s$. For small $y=\pi s$, the expansion $\sin y\approx y-y^3/6$ in numerator and denominator gives

$$d_N(s)\approx\frac{1-N^2y^2/6}{1-y^2/6}\approx1-\frac{N^2-1}{6}\,\pi^2s^2 ,$$

which can replace the ratio when $N|s|$ is very small.

### Why the name periodic sinc

Take a one-dimensional cell of length $L$ with spacing $h=L/N$, and write $D(x)=d_N(x/L)$. Define $\mathrm{sinc}(u)=\sin(\pi u)/(\pi u)$ with $\mathrm{sinc}(0)=1$. Then $D$ is the sum of sinc functions placed at all periodic images of the origin:

$$D(x)=\sum_{n=-\infty}^{\infty}\mathrm{sinc}\!\left(\frac{x-nL}{h}\right),$$

where the terms $n$ and $-n$ are added together.

To show this, use $L/h=N$. The numerator of term $n$ is $\sin(\pi x/h-\pi nN)=(-1)^{nN}\sin(\pi x/h)$, and $(-1)^{nN}=(-1)^n$ for odd $N$. With $\alpha=x/L$, not an integer, the sum becomes

$$\frac{h}{\pi L}\sin\frac{\pi x}{h}\left[\frac1\alpha+\sum_{n=1}^{\infty}(-1)^n\frac{2\alpha}{\alpha^2-n^2}\right],$$

because $1/(\alpha-n)+1/(\alpha+n)=2\alpha/(\alpha^2-n^2)$.

The bracket follows from the Fourier series of $\cos\alpha t$ on $-\pi\le t\le\pi$. The coefficient of $\cos nt$, for $n\ge1$, is

$$\frac1\pi\int_{-\pi}^{\pi}\cos\alpha t\,\cos nt\,dt=\frac1\pi\left[\frac{\sin(\alpha+n)\pi}{\alpha+n}+\frac{\sin(\alpha-n)\pi}{\alpha-n}\right]=(-1)^n\frac{\sin\pi\alpha}{\pi}\,\frac{2\alpha}{\alpha^2-n^2},$$

and the constant term is $\sin(\pi\alpha)/(\pi\alpha)$. At $t=0$, where the function is smooth and the series converges to it, the left side is 1. The bracket therefore equals $\pi/\sin\pi\alpha$. Inserting it gives $(h/L)\sin(\pi x/h)/\sin(\pi x/L)$, which is $D(x)$. At $x=mL$ one sinc equals 1 and the others vanish, again in agreement with $D$.

If the cell grows at fixed $h$ and fixed $x$, then $N\sin(\pi x/L)\to\pi x/h$ and the single function $\mathrm{sinc}(x/h)$ remains. In a finite cell the ratio of the two is $D/\mathrm{sinc}=a/\sin a$ with $a=\pi x/L$. For $L=6$ Å and $N=9$ the closed forms give:

| $x/h$ | $D(x)$ | $\mathrm{sinc}(x/h)$ |
|---|---|---|
| 0.5 | 0.640 | 0.637 |
| 1.5 | −0.222 | −0.212 |
| 2.5 | 0.145 | 0.127 |
| 3.5 | −0.118 | −0.091 |

The images matter little near the centre and raise the magnitude by about 30 percent at $3.5h$.

The table also shows how weak the localization is. For $0<|x|\le L/2$ the inequality $\sin y\ge 2y/\pi$, valid for $0\le y\le\pi/2$, gives

$$|D(x)|\le\frac{1}{N\sin(\pi|x|/L)}\le\frac{h}{2|x|} .$$

This bound falls as the inverse distance, and the function falls no faster: at half-integer multiples of $h$ the numerator $\sin(\pi x/h)$ has magnitude 1, the first inequality becomes an equality, and $\sin y\le y$ gives $|D(x)|\ge h/(\pi|x|)$ there. A psinc belongs to one grid point, but it is not confined to the neighbourhood of that point.

### Cardinal on the grid

At grid point $m$ the argument of each factor of $D_k$ is $(m_i-k_i)/N_i$. If $m_i=k_i$, the factor is 1. If not, the numerator $\sin\pi(m_i-k_i)$ vanishes, while the denominator does not, because $0<|m_i-k_i|<N_i$. Hence

$$D_k(\mathbf r_m)=\delta_{km}.$$

This is the cardinal property: the function is 1 at its own point and 0 at all the others. Written with the defining sum, it reads

$$\frac1N\sum_{\mathbf G}e^{i\mathbf G\cdot(\mathbf r_k-\mathbf r_m)}=\delta_{km}.\qquad\text{(sum over waves)}$$

There is a companion in which the grid points are summed:

$$\frac1N\sum_k e^{i(\mathbf G-\mathbf G')\cdot\mathbf r_k}=\delta_{\mathbf G\mathbf G'}.\qquad\text{(sum over points)}$$

It too is a product of three sums. In one direction let $z=e^{2\pi i(p-p')/N}$. For $p=p'$ the average of $z^k$ is 1. For $p\ne p'$ the difference satisfies $|p-p'|\le2J=N-1$, so $z\ne1$, and

$$\sum_{k=0}^{N-1}z^k=\frac{z^N-1}{z-1}=0,$$

because $z^N=1$.

### Orthogonality

The overlap needs the integral of a product of two plane waves. In fractional coordinates $d^3r=V\,ds_1ds_2ds_3$, and each coordinate contributes $\int_0^1e^{2\pi i(p-p')s}ds=\delta_{pp'}$. Therefore

$$\int e^{i(\mathbf G'-\mathbf G)\cdot\mathbf r}\,d^3r=V\delta_{\mathbf G\mathbf G'} .$$

Complex conjugation of $D_k$ reverses the signs of its phases. The overlap is

$$\langle D_k|D_m\rangle=\frac1{N^2}\sum_{\mathbf G\mathbf G'}e^{i\mathbf G\cdot\mathbf r_k}e^{-i\mathbf G'\cdot\mathbf r_m}\,V\delta_{\mathbf G\mathbf G'}=\frac VN\left[\frac1N\sum_{\mathbf G}e^{i\mathbf G\cdot(\mathbf r_k-\mathbf r_m)}\right]=\frac VN\,\delta_{km}.$$

The bracket is the sum over waves. The functions are orthogonal, but the square of their norm is the volume per grid point, not 1. In one dimension this is $h$, which for the cell above is $6/9=0.667$ Å, or 1.260 bohr.

### The unitary transformation

A unitary matrix connects orthonormal sets, so both sets must be normalized. Define

$$\phi_{\mathbf G}(\mathbf r)=\frac{e^{i\mathbf G\cdot\mathbf r}}{\sqrt V},\qquad \chi_k(\mathbf r)=\sqrt{\frac NV}\,D_k(\mathbf r).$$

Inserting the definition of $D_k$ and replacing $e^{i\mathbf G\cdot\mathbf r}$ by $\sqrt V\phi_{\mathbf G}$ gives the prefactor $\sqrt{N/V}\,(1/N)\sqrt V=1/\sqrt N$. Thus

$$\chi_k=\sum_{\mathbf G}\phi_{\mathbf G}U_{\mathbf Gk},\qquad U_{\mathbf Gk}=\frac{e^{-i\mathbf G\cdot\mathbf r_k}}{\sqrt N}.$$

The two finite sums now give the two halves of unitarity:

$$(U^\dagger U)_{km}=\frac1N\sum_{\mathbf G}e^{i\mathbf G\cdot(\mathbf r_k-\mathbf r_m)}=\delta_{km},$$

$$(UU^\dagger)_{\mathbf G\mathbf G'}=\frac1N\sum_ke^{-i(\mathbf G-\mathbf G')\cdot\mathbf r_k}=\delta_{\mathbf G\mathbf G'} .$$

The inverse relation is $\phi_{\mathbf G}=\sum_k\chi_kU^*_{\mathbf Gk}$. Each set can be built from the other, so the psincs span the same space as the plane waves of the box.

All elements of $U$ have modulus $1/\sqrt N$: every plane wave enters every psinc with equal weight, and the position is stored in the phases. For the nine-point cell the element with $p=1$, $k=2$ is

$$U_{12}=\tfrac13e^{-4\pi i/9}=0.0579-0.3283\,i .$$

## Orbitals, operators and the limits of the construction

### Symbols and results used here

The grid has $N=N_1N_2N_3$ points $\mathbf r_k$, with $N_i=2J_i+1$ odd, in a cell of volume $V$. The box contains the wave vectors $\mathbf G=\sum_ip_i\mathbf b_i$ with $|p_i|\le J_i$. The psincs $D_k$ satisfy $D_k(\mathbf r_m)=\delta_{km}$ and $\langle D_k|D_m\rangle=(V/N)\delta_{km}$. The normalized functions $\chi_k=\sqrt{N/V}D_k$ are obtained from the normalized plane waves $\phi_{\mathbf G}$ by the unitary matrix $U_{\mathbf Gk}=e^{-i\mathbf G\cdot\mathbf r_k}/\sqrt N$. In one dimension $V$ becomes the length $L$, the spacing is $h=L/N$, and $G_p=2\pi p/L$.

### Coefficients are grid values

Let $f$ lie in the span of the box, so that $f=\sum_mf_mD_m$. Evaluating this at $\mathbf r_k$ leaves one term, $f(\mathbf r_k)=f_k$. Hence

$$f(\mathbf r)=\sum_kf(\mathbf r_k)D_k(\mathbf r),\qquad\langle D_k|f\rangle=\frac VN f(\mathbf r_k),$$

where the second relation follows from the first by orthogonality. Within this space, integration against $D_k$ acts like a delta function of weight $V/N$. For two functions of the span,

$$\langle f|g\rangle=\frac VN\sum_kf^*(\mathbf r_k)g(\mathbf r_k),$$

with no quadrature error.

The plane-wave coefficients in $f=\sum_{\mathbf G}c_{\mathbf G}\phi_{\mathbf G}$ follow from the coefficients $\sqrt{V/N}f(\mathbf r_k)$ of the $\chi_k$ by applying $U$:

$$c_{\mathbf G}=\frac{\sqrt V}{N}\sum_kf(\mathbf r_k)e^{-i\mathbf G\cdot\mathbf r_k}.$$

This is a discrete Fourier transform. If a routine numbers its output from 0 to $N_i-1$, a negative $p_i$ is found at $p_i+N_i$, since adding $N_i$ changes the phase at each grid point by a multiple of $2\pi$.

A local orbital is made by keeping coefficients $C_{k\alpha}$ for the points $k$ of a chosen region:

$$\psi_\alpha(\mathbf r)=\sum_{k\in\alpha}C_{k\alpha}D_k(\mathbf r),\qquad\langle\psi_\alpha|\psi_\beta\rangle=\frac VN\sum_{k\in\alpha\cap\beta}C^*_{k\alpha}C_{k\beta}.$$

The orbital vanishes at all grid points outside its region, though in general not between them. Two orbitals whose regions share no grid point have zero overlap, even where their tails meet. This is what makes the overlap matrix of local orbitals sparse.

### Functions that do not fit into the box

A general periodic $f$ has a part $Pf$ inside the box and a remainder outside. The remainder is orthogonal to all $D_k$, so $\langle D_k|f\rangle=(V/N)(Pf)(\mathbf r_k)$. The projection gives the grid values of $Pf$, not those of $f$.

The difference is aliasing. In one dimension the first wave beyond the box has $p=J+1$, and on the grid

$$e^{2\pi i(J+1)k/N}=e^{2\pi i(J+1-N)k/N}=e^{-2\pi iJk/N},$$

because $J+1-N=-J$. With nine points, wave 5 has the same grid values as wave −4, although its projection on the box is zero. Sampling a function that does not fit into the box therefore puts its outer waves into wrong places.

### The Hamiltonian and its kinetic part

For an operator $H$ the definition of $\chi_k$ gives

$$\langle\chi_k|H|\chi_m\rangle=\sum_{\mathbf G\mathbf G'}U^*_{\mathbf Gk}\langle\phi_{\mathbf G}|H|\phi_{\mathbf G'}\rangle U_{\mathbf G'm},$$

or $H_\chi=U^\dagger H_\phi U$. If $H_\phi c=Ec$, then $H_\chi(U^\dagger c)=U^\dagger H_\phi UU^\dagger c=E(U^\dagger c)$. The eigenvalues agree, provided that both matrices contain the true integrals.

In atomic units the kinetic energy of $\phi_{\mathbf G}$ is $|\mathbf G|^2/2$. In one dimension, with $n=k-m$,

$$T_{km}=\frac12\left(\frac{2\pi}L\right)^2\frac1N\sum_{p=-J}^{J}p^2e^{2\pi ipn/N}.$$

For $n=0$ the sum of squares gives

$$\frac2N\,\frac{J(J+1)(2J+1)}6=\frac{J(J+1)}3=\frac{N^2-1}{12},$$

since $N^2-1=4J(J+1)$.

For $n\neq0$ use $F(\theta)=\frac1N\sum_pe^{ip\theta}=A(\theta)B(\theta)$, with $A=\sin(N\theta/2)/N$ and $B=1/\sin(\theta/2)$. Two derivatives bring down $(ip)^2=-p^2$, so the required sum is $-F''$ at $\theta=2\pi n/N$. There $\sin(N\theta/2)=\sin\pi n=0$, so $A$ and $A''$ both vanish and $F''=2A'B'$. With

$$A'=\frac12(-1)^n,\qquad B'=-\frac{\cos(\theta/2)}{2\sin^2(\theta/2)},$$

the result is

$$T_{kk}=\frac12\left(\frac{2\pi}L\right)^2\frac{N^2-1}{12},\qquad T_{km}=\frac12\left(\frac{2\pi}L\right)^2\frac{(-1)^n\cos(\pi n/N)}{2\sin^2(\pi n/N)}\quad(n\ne0).$$

For odd $N$ the cosine never vanishes, so in one dimension every grid point is coupled to every other. In three dimensions each term of $|\mathbf G|^2$ contains at most two of the $p_i$, and the sum over a remaining index gives $\delta_{k_im_i}$, so points that differ in all three indices are not coupled. In a large cell at fixed $h$ and $n$, replacing the sine by its argument and the cosine by 1 gives $T_{km}\to(-1)^n/(h^2n^2)$. Orbitals with no common grid point can thus have a kinetic matrix element although their overlap is zero. A program can avoid storing this long-ranged matrix by transforming to plane waves, multiplying by $|\mathbf G|^2/2$ and transforming back.

### A worked cell

Let an electron move in a cell of length $L=6$ Å with nine grid points, in the model potential

$$v(x)=-V_0\cos(2\pi x/L),\qquad V_0=10\ \text{eV}.$$

With $\hbar^2/2m=3.810$ eV Å$^2$, the kinetic unit is $3.810\,(2\pi/6)^2=4.178$ eV. The edge waves $p=\pm4$ have kinetic energy $16\times4.178=66.85$ eV. The kinetic formulas give $T_{00}=4.178\times80/12=27.85$ eV, $T_{01}=-16.78$ eV and $T_{02}=3.87$ eV.

In plane waves the diagonal is $4.178\,p^2$ eV. The cosine is half the sum of two exponentials, so it couples waves with $p-p'=\pm1$ by $-V_0/2=-5$ eV. In the psinc basis the matrix was built from Gauss–Legendre integrals of the functions and their slopes. Numerical diagonalization of either 9×9 matrix gives the column "true integrals":

| level | true integrals (eV) | grid potential (eV) |
|---|---|---|
| 0 | −5.71507 | −5.71508 |
| 1 | 2.34648 | 2.34655 |
| 2 | 7.65947 | 7.65929 |
| 8 | 67.694 | 72.574 |

The lowest level is −0.2100 hartree. These are levels of the nine-function space; the error from leaving out higher waves is not included. Adding waves until nothing changes lowers levels 0, 1 and 2 by about $3\times10^{-7}$, $4\times10^{-6}$ and $9\times10^{-6}$ eV, and level 8 from 67.694 to 67.040 eV.

### What the diagonal potential changes

The last column uses a common simplification. The potential integral is replaced by a sum over the grid, and the cardinal property makes the matrix diagonal:

$$\langle\chi_k|v|\chi_m\rangle\approx h\sum_j\chi_k(x_j)v(x_j)\chi_m(x_j)=v(x_k)\delta_{km},$$

because $\chi_k(x_j)=\delta_{kj}/\sqrt h$. This is an additional approximation and not a consequence of the unitary relation. Transformed to plane waves, the diagonal matrix has the elements

$$\frac1N\sum_kv(x_k)e^{-2\pi i(p-p')k/N}.$$

For the cosine this equals $-V_0/2$ whenever $p-p'$ is $+1$ or $-1$ up to a multiple of $N$. The edge waves differ by $2J=N-1$, which is $-1$ plus $N$. The grid therefore adds a false coupling of $-5$ eV between $p=J$ and $p=-J$, and for this potential it adds nothing else.

To first order the false coupling shifts a level with real plane-wave coefficients $c_p$ by $-V_0c_Jc_{-J}$. This is negative for an even state, where $c_{-J}=c_J$, and positive for an odd one. Read in this way, the table says that levels 0 and 2 are even and level 1 is odd. The shift of level 0 is $-7\times10^{-6}$ eV relative to its value with true integrals, so $c_J^2\approx7\times10^{-7}$: the lowest state hardly contains the edge waves. The omitted waves also lower the level. To second order the coupling of $p=\pm4$ to $p=\pm5$ contributes $-2\,(V_0/2)^2c_J^2/(25\times4.178+5.7\ \text{eV})\approx-3\times10^{-7}$ eV, much less than the grid shift. The grid value therefore lies below the true lowest energy, so an energy from the grid potential is not an upper bound to it.

The two highest levels lie close to the edge waves. With true integrals they are an odd and an even state that agree to about $10^{-6}$ eV, the even one slightly higher. On the pair $p=\pm J$ alone, the false coupling has eigenvalues $\pm5$ eV, the upper one for the odd combination. The grid potential therefore pushes the even state down and the odd state up, and the last entry of the grid column is the odd state. Its shift is 4.88 eV, near this estimate, which neglects the admixture of other waves.

The false coupling can be removed by a finer grid for the integral. If $v$ contains waves up to index $K$, the integrand $\chi_kv\chi_m$ contains indices up to $2J+K$. An equally spaced sum over $M$ points integrates all of them correctly if $M>2J+K$, since no nonzero index is then a multiple of $M$. Here $2J+K=9$, so ten points suffice and nine do not.

### Even numbers of points

For even $N$ the waves $p=N/2$ and $p=-N/2$ have the same grid values, and there is room for one of them. A real choice shares the weight between them:

$$D_k(x)=\frac1N\left[\sum_{|p|<N/2}e^{iG_p(x-x_k)}+\cos\frac{\pi N(x-x_k)}L\right].$$

On the grid the cosine equals the missing exponential, so the functions remain cardinal. In the overlap, with $n=k-m$, the inner waves contribute $N\delta_{km}-(-1)^n$, which is the full sum minus its edge term. The cosines contribute $\frac12(-1)^n$, because the mean of $\cos^2$ is one half. Together,

$$\langle D_k|D_m\rangle=\frac L{N^2}\left[N\delta_{km}-\frac{(-1)^n}2\right]=h\left[\delta_{km}-\frac{(-1)^n}{2N}\right].$$

For $N=8$ the overlap divided by $h$ is 0.9375 for equal points and 0.0625 for neighbours. The off-diagonal magnitude does not decrease with distance.

Keeping the single wave $p=-N/2$ restores orthogonality, since the waves are again $N$ consecutive ones with equal weight. The functions are then complex: the unpaired wave gives the imaginary part $-\sin[\pi N(x-x_k)/L]/N$, which is $-0.125$ at half a spacing from the centre for $N=8$. A third possibility adds $\sin[\pi N(x-x_k)/L]$ to the cosine in the bracket. The sine vanishes on the grid, so the functions stay cardinal. The edge term is $(-1)^k$ times a fixed function of mean square 1, so it contributes $(-1)^n$ to the overlap and cancels the $-(-1)^n$ of the inner waves. These functions are real and orthogonal, but they are no longer symmetric about their grid point. With an odd number of points none of these compromises is needed.

### A sphere instead of the box

Plane-wave calculations usually keep all waves with $|\mathbf G|\le R$. From $\mathbf G\cdot\mathbf a_i=2\pi p_i$ follows $|p_i|\le|\mathbf G||\mathbf a_i|/2\pi$, so the sphere fits into the box if

$$R\le\min_i\frac{2\pi J_i}{|\mathbf a_i|}.$$

A larger sphere would cross a face of the parallelepiped, because equality is reached for a vector parallel to $\mathbf a_i$. It need not yet contain a wave outside the box: the $p_i$ are integers, so no such wave appears while $R<\min_i2\pi(J_i+1)/|\mathbf a_i|$. To include every wave up to a kinetic energy $E_c$, in atomic units, it is sufficient to choose $J_i\ge|\mathbf a_i|\sqrt{2E_c}/2\pi$ in each direction.

As an example take $\mathbf a_1=(4,0,0)$, $\mathbf a_2=(1,4,0)$ and $\mathbf a_3=(0.5,1,5.5)$ Å with 5×5×7 points. The volume is 88 Å$^3$, and $\langle D_k|D_k\rangle=88/175=0.503$ Å$^3$. The second direction limits the sphere: $R=2\pi\times2/\sqrt{17}=3.048$ Å$^{-1}$, or 35.4 eV. The corners of the box reach up to 153 eV. Counting the waves gives 175 in the box and 39 in the sphere.

If the sum defining $D_k$ is restricted to the sphere while all 175 grid points are kept, the resulting functions lie in a space of dimension 39 and must be linearly dependent. Their value at their own point is $39/175=0.223$ instead of 1, and at other grid points the magnitude reaches 0.128. Both the cardinal property and orthogonality are lost. If all waves carry the same weight $1/N$, an implementation that relies on these properties has to keep as many waves as grid points, no two of them with the same grid values. With the psincs defined here this means the whole box, including the waves above the energy of the inscribed sphere, which in the example are 136 of the 175. This count refers to the sphere that touches a face of the box. The lowest wave missing from the box lies at 79 eV, and 133 of the 175 lie below that energy.
